# Inferring a pore size from the half-pressure of pore air

**Question**

I have a porous ceramic insulation board near room temperature. According to the data sheet, the air in its pores "loses half its conductivity at 10 mbar", the free path is 70 nm at 1 bar, and the "accommodation factor" is 1.6. I am supposed to infer the pore size.

At 10 mbar the free path is 100 times longer, so 7 µm. My guess was that the conductivity halves when the free path equals the pore size, which gives 7 µm. But then the 1.6 is not used, and I thought an accommodation coefficient could not exceed one. Where does this factor enter, and how far can I trust the answer?

**Answer**

The conductivity does not halve at a free path equal to the pore size. It halves when the thermal resistance of the two walls equals that of the gas between them. The factor 1.6 measures the wall resistance. It is a temperature-jump coefficient, which I call $\beta$; the accommodation coefficient $\alpha\le 1$ is one of its ingredients.

Take the pore as a gap $D$ between two parallel, similar walls, with a small temperature difference and no net gas flow.

**Energy exchange at a wall**

In a gas of number density $n$ and mean speed $\bar c$, the number of molecules striking unit area per unit time is $J=n\bar c/4$. Fast molecules strike more often, so the energy per arrival exceeds the bulk average. For the velocity component normal to the wall,

$$
\frac{\int_0^\infty \tfrac12 m v^2\,v\,e^{-mv^2/2k_BT}dv}{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}=k_BT ,
$$

instead of $k_BT/2$. The other degrees of freedom keep their bulk averages. With $c_v$ the heat capacity per mass, taken as constant, the energy per arrival is $mc_vT+\tfrac12k_BT$. Since $k_B/m=c_p-c_v=(\gamma-1)c_v$, this equals $\tfrac12(\gamma+1)mc_vT$. The energy flux arriving from a gas at $T$ is therefore $hT$, with

$$
h=\frac{n\bar c}{4}\,\frac{\gamma+1}{2}\,mc_v=\frac{\gamma+1}{8}\,\rho\bar c\,c_v .
$$

Now let a heat flux $q$ leave the wall, at $T_w$, into gas whose temperature beside the wall is $T_g$. In a weak gradient the correction to the Maxwell distribution is odd in the normal velocity. Its contribution to the energy flux is then even, so incoming and outgoing molecules each carry $q/2$. Incoming molecules move against $q$, hence

$$
E_{\rm in}=hT_g-\tfrac12 q .
$$

A fraction $\alpha$ of the molecules leaves at the wall temperature; the rest keep their energy:

$$
E_{\rm out}=(1-\alpha)E_{\rm in}+\alpha hT_w .
$$

Subtracting,

$$
q=E_{\rm out}-E_{\rm in}=\alpha(hT_w-E_{\rm in})=\alpha h(T_w-T_g)+\tfrac{\alpha}{2}q ,
$$

$$
q=\frac{2\alpha}{2-\alpha}\,h\,(T_w-T_g).
$$

One approximation has entered: the distribution found in the bulk is assumed to hold right up to the wall.

**The coefficient 1.6**

Write the same law as $q=k_0(T_w-T_g)/g$, where $k_0$ is the bulk conductivity. The jump length $g$ is the thickness of gas with the same resistance as one wall:

$$
g=\frac{2-\alpha}{\alpha}\,\frac{k_0}{2h}.
$$

Define the free path $\lambda$ through the viscosity, $\mu=\tfrac12\rho\bar c\lambda$, and use the Prandtl number, $k_0=\mu c_p/\mathrm{Pr}$. Then

$$
\frac{k_0}{2h}=\frac{\rho\bar c\lambda\,\gamma c_v}{2\,\mathrm{Pr}}\cdot\frac{4}{(\gamma+1)\rho\bar c\,c_v}=\frac{2\gamma}{(\gamma+1)\mathrm{Pr}}\lambda ,
$$

$$
g=\beta\lambda,\qquad \beta=\frac{2-\alpha}{\alpha}\,\frac{2\gamma}{(\gamma+1)\,\mathrm{Pr}} .
$$

For air, with $\gamma=1.4$ and roughly $\mathrm{Pr}=0.71$, full accommodation gives $\beta=1.64$. Your 1.6 is therefore $\alpha=1$ within rounding. The 70 nm also fits this definition: an air viscosity between 18 and 19 µPa s gives 66 to 70 nm at 300 K and 1 bar.

**Conductivity of the gap**

The two walls and the gas are in series:

$$
\Delta T=q\left(\frac{D}{k_0}+\frac{2\beta\lambda}{k_0}\right),\qquad
k\equiv\frac{qD}{\Delta T}=\frac{k_0}{1+2\beta\lambda/D}.
$$

For $\lambda\ll D$ this returns $k_0$. In the opposite limit, molecules cross without collisions, and the streams leaving walls 1 and 2 obey

$$
E_1=(1-\alpha)E_2+\alpha hT_1,\qquad E_2=(1-\alpha)E_1+\alpha hT_2 .
$$

Their difference $q=E_1-E_2$ satisfies $q=-(1-\alpha)q+\alpha h\Delta T$, so $q=\alpha h\Delta T/(2-\alpha)$. The series formula gives $q=k_0\Delta T/(2\beta\lambda)$, which is the same by the definition of $\beta$. Both ends are right; between them the formula is an interpolation.

**The pore size**

At fixed temperature $\mu$ and $\bar c$ do not depend on pressure in this regime, while $\rho\propto p$. Hence $\lambda=\lambda_1p_1/p$, with $\lambda_1=70$ nm at $p_1=1$ bar. If "half" means half of $k_0$, then $2\beta\lambda=D$ at the half pressure $p_h$:

$$
D=2\beta\lambda_1\frac{p_1}{p_h}=2(1.6)(0.070\ \text{µm})(100)=22.4\ \text{µm}.
$$

If it means half of the reading at 1 bar, set $x=2\beta\lambda_1/D$ and require

$$
1+x\frac{p_1}{p_h}=2(1+x)\quad\Rightarrow\quad x=\frac{1}{p_1/p_h-2},
$$

$$
D=2\beta\lambda_1\left(\frac{p_1}{p_h}-2\right)=(0.224\ \text{µm})(98)\approx 22.0\ \text{µm}.
$$

The references differ little because a 22 µm gap at 1 bar already has 99 % of the bulk conductivity. Either way the answer is about 22 µm, and the free path at half conductivity is 0.31 of the gap. Your 7 µm left out the factor $2\beta=3.2$.

**How good is the interpolation?**

The halfway point is far from both limits, so I compared the formula with a numerical solution of the linearized BGK equation, a kinetic model in which collisions relax the gas towards local equilibrium. The model gas had two internal degrees of freedom and full accommodation. Where the formula gives one half, its conductivity is 7 % above the BGK value.

This becomes a larger error in size, because near the half point the conductivity varies only as about the square root of $D$. With $y=2\beta\lambda/D$,

$$
\frac{d(k/k_0)}{d\ln D}=\frac{y}{(1+y)^2}=\frac14\quad\text{at } y=1 .
$$

The BGK value there is $0.5/1.0717=0.467$. Recovering the missing 0.033 takes a change of about $0.033/0.25=0.13$ in $\ln D$. The full BGK solution gives a gap 15 % larger than the formula, or about 26 µm for your data. In wide gaps the BGK temperature jump is 17 % larger than the simple wall argument predicts, so the approximation at the wall matters here. BGK has $\mathrm{Pr}=1$, so for air this correction is an estimate. It applies if your $\beta$ came from the simple expression above, as its value suggests.

**If the pore is a sphere**

Let the wall temperature vary as $Gz$ around a sphere of radius $a=D/2$. With frequent collisions, the gas inside has a uniform gradient $G_g$. The jump condition at the wall gives

$$
Ga-G_ga=\beta\lambda G_g\quad\Rightarrow\quad \frac{G_g}{G}=\frac{1}{1+\beta\lambda/a}=\frac{1}{1+2\beta\lambda/D}.
$$

The interior gradient thus follows the slab formula with $D$ as the diameter, but the heat carried is smaller. The wall temperature also varies along the wall, and within about a free path of it the molecules coming off the wall have travelled less than a full free path, so heat flow parallel to the wall is reduced. In a one-speed model with free path $\ell$, this loss equals a dead layer of thickness $3\ell/16$. Around the equator that removes a fraction $2(3\ell/16)/a=3\ell/(8a)$ of the heat flow. This is the same order as the simple jump term, $2\ell/(3a)$ in that model, and adds 56 % to it. Carried over to your data, this moves the half point from 22 to about 35 µm.

Without collisions, and with $\alpha=1$, a wall point at height $z$ receives molecules from the rest of the wall. Those arriving at angle $\chi$ to the normal have crossed a chord $2a\cos\chi$. Averaged over azimuth, they started at height $z(1-2\cos^2\chi)$. With the arrival weight $2u\,du$, where $u=\cos\chi$,

$$
\int_0^1 2u\,(1-2u^2)\,du=1-1=0 .
$$

The arriving molecules thus carry the temperature of the central plane, and the wall flux is $hGz$. A solid sphere of conductivity $k$ would carry $kGz/a$ through the same point, so $k=ha=hD/2$. The slab value is $hD$. Putting this halved conductance in series with $k_0$ moves the half point to $D=4\beta\lambda=44.8$ µm. The two limits therefore suggest diameters of about 35 and 45 µm. They are estimates from opposite regimes, not proven bounds. Solved numerically, the one-speed model reaches half conductivity at 1.8 times the slab formula, about 40 µm.

**If the pores have many sizes**

Suppose different gaps conduct in parallel, weighted by volume. At the pressure where $2\beta\lambda=D_m$, a gap $D=D_me^s$ contributes

$$
\frac{1}{1+e^{-s}}=\frac12+\frac12\tanh\frac{s}{2}.
$$

The second term is odd in $s$, so it averages to zero for a distribution symmetric in $\ln D$. The half pressure then gives the volume-weighted median and says nothing about the spread.

For such parallel gaps, the spread shows in the width of the curve. For one size, $k/k_0=f$ occurs at $p=p_hf/(1-f)$, so the pressures for 75 % and 25 % differ by a factor $3/(1/3)=9$. For a lognormal distribution with standard deviation 0.7 in $\ln D$ the factor is 11.3, so good data are needed to see it. The 9 is itself a property of the interpolation formula: a single BGK gap gives about 9.6 and a single sphere in the one-speed model about 8, so the pore shape must be known before a width is read as a spread. Gaps in series along the heat flow add their resistances instead: the curve then keeps its single-size shape, and the half pressure gives the volume-weighted harmonic mean of $D$.

**Applying this to the board**

First check that the halving refers to the air alone. Solid conduction and radiation remain in vacuum and must be subtracted. As an illustration, take porosity 0.9, a vacuum background of 5 mW/(m K) and $k_0=26.2$ mW/(m K). If the total halves between 1 bar and 10 mbar,

$$
5+\frac{0.9\times26.2}{1+100x}=\frac12\left(5+\frac{0.9\times26.2}{1+x}\right),
$$

which has two solutions for $D=0.224\ \text{µm}/x$: 14 µm and 0.06 µm. The total at 1 bar tells them apart: about 28 mW/(m K) for the first and 10 mW/(m K) for the second. If the first applies, reading that total as pore air would give 22 µm, which is 56 % too large. The background chosen here is only an illustration; that of your board may be much higher and has to be measured. With a background above about 17.6 mW/(m K), no single gap size could halve the total between these two pressures in this parallel model: wide gaps still conduct at 10 mbar, and narrow ones already conduct poorly at 1 bar.

The surface matters too: $\alpha=0.8$ raises $\beta$ to 2.46 and the inferred gap to 34.5 µm. Real pores are also irregular and connected, and air near solid contacts can bridge narrow gaps, which the parallel-wall model leaves out. I have not estimated that last effect.

Radiation across a single pore is small near room temperature if the walls are opaque to infrared: between black walls it adds $4\sigma T^3D=0.14$ mW/(m K) at 300 K, about 1 % of the air's 13 mW/(m K) at half conductivity. Thin ceramic walls can transmit infrared. Radiation then crosses many pores and can reach several mW/(m K), which is one more reason to measure the vacuum background. Convection is negligible: with 1 K across the pore at 1 bar, the Rayleigh number is about $10^{-6}$.

Temperature does matter. For a fixed collision cross-section and fixed $\beta$, $\lambda\propto T/p$, so the same gap reaches half conductivity at 30 mbar at 900 K. The viscosity of real air rises faster with temperature than this assumes; Sutherland's viscosity law puts the half pressure at about 37 mbar. The 70 nm must belong to the temperature of the measurement.

If the halving does refer to the air alone, I would report an equivalent wall gap of 20 to 30 µm for full accommodation, and quote a pore diameter only together with an assumed shape. The numerical output below lists the main values used here.

## Computed results

```
Free path at 1 bar (posed): 70 nm
Jump coefficient beta (posed): 1.6
Half pressure (posed): 10 mbar
Free path at half pressure: 7.00 um
Gap D, half of bulk value: 22.40 um
Gap D, half of 1 bar value: 21.95 um
Knudsen number lam/D at half: 0.3125
k/k0 at 1000 mbar, D = 22.4 um: 0.9901
k/k0 at 100 mbar, D = 22.4 um: 0.9091
k/k0 at 10 mbar, D = 22.4 um: 0.5000
k/k0 at 1 mbar, D = 22.4 um: 0.0909
k/k0 at 0.1 mbar, D = 22.4 um: 0.0099
Temperature: 300 K
Air gamma: 1.4; Prandtl number (rough): 0.71
Air viscosity (rough): 18.5 uPa s
Free path from viscosity, 1 bar: 68.0 nm
Bulk air conductivity k0: 26.2 mW/(m K)
Wall exchange coefficient h, 1 bar: 1.171e+05 W/(m2 K)
beta for alpha = 1: 1.643
alpha implied by posed beta: 1.013
beta for alpha = 0.8: 2.465
Gap D for alpha = 0.8 (bulk ref.): 34.5 um
Formula excess over BGK at half, alpha 1.0: 7.17 %
BGK jump / simple jump, wide gap, alpha 1.0: 1.171
Formula excess over BGK at half, alpha 0.8: 6.30 %
BGK jump / simple jump, wide gap, alpha 0.8: 1.140
BGK half-gap / formula half-gap: 1.1488
Mesh shift of that ratio (60 to 120 cells): 3.9e-04
Gap D with BGK correction (bulk ref.): 25.7 um
Sphere/slab conductivity, free-molecular: 0.500
Sphere diameter, slip-limit estimate: 22.4 um
Sphere diameter, free-molecular estimate: 44.8 um
Lognormal spread of ln D: 0.7
Half pressure with spread: 10.00 mbar
p(75%)/p(25%), single size: 9.00
p(75%)/p(25%), with spread: 11.28
Porosity (rough): 0.9
Vacuum background (rough): 5.0 mW/(m K)
Gap D if total conductivity halves: 14.1 um
Pore radiation at 300 K: 0.137 mW/(m K)
Pore radiation at 900 K: 3.70 mW/(m K)
Half pressure at 900 K, fixed cross-section: 30 mbar
Rayleigh number, 1 K across pore, 1 bar: 1.0e-06
```
